When a Separable Pseudopotential Has a Ghost Below Its Reference Level, part 1

(Sections cited here and not found follow in the second part.)

## First half: derivation by counting negative directions

### Definitions and conventions

Hartree atomic units are used: energies are in hartree (Ha) and lengths in bohr. One angular-momentum channel l of a spherical pseudo-atom is considered at a time. A state is described by its radial function u(r) = r R(r), which vanishes at r = 0, and the inner product is

⟨u|v⟩ = ∫₀^∞ u*(r) v(r) dr.

The kinetic operator, with the centrifugal term included, is

T = −½ d²/dr² + l(l+1)/(2r²).

A norm-conserving pseudopotential is first constructed in semilocal form: each channel has its own radial potential V_l(r). The corresponding Hamiltonian is

H_sl = T + V_l.

Its lowest bound state φ is the reference state, with the reference level ε_ref:

H_sl φ = ε_ref φ, ⟨φ|φ⟩ = 1.

As the lowest state of an ordinary radial Schrödinger equation, φ has no node and can be taken real and positive for r > 0.

The separable form starts from a local potential V_loc(r), common to all channels. It has the same ionic tail as V_l, but its shape in the core region can be chosen. Define

H_loc = T + V_loc, H_loc uₙ = εₙ uₙ, ε₀ < ε₁ < ε₂ < …

The uₙ are normalized. The levels in one channel are not degenerate, because two solutions that both vanish at the origin and have the same energy are proportional. In what follows ε₀ is called the first local level and ε₁ the second. They belong to the channel l under study, so for l = 1 they are the two lowest p levels of V_loc.

The difference between the two potentials acts on the reference state and gives a function χ and a number D:

δV = V_l − V_loc, χ = δV φ, D = ⟨φ|δV|φ⟩ = ⟨φ|χ⟩.

The function χ is short-ranged, since the ionic tails cancel in δV. The Kleinman-Bylander Hamiltonian replaces δV by an operator of rank one:

H = H_loc + |χ⟩⟨χ| / D.

This requires D ≠ 0. With the normalized projector ξ = χ/√⟨χ|χ⟩ the same operator reads

H = H_loc + E_KB |ξ⟩⟨ξ|, E_KB = ⟨χ|χ⟩ / D.

Since ⟨χ|χ⟩ is positive, E_KB and D have the same sign. A positive E_KB is a repulsive projector, which corrects a local potential that is on average too attractive for φ. A negative E_KB is an attractive projector, which corrects a local potential that is on average too repulsive.

### What is to be shown

The separable form is built to reproduce the reference state. Acting on φ it gives

H φ = H_loc φ + χ ⟨χ|φ⟩/D = H_loc φ + χ,

because D is real and ⟨χ|φ⟩ = D. Inserting χ = (V_l − V_loc) φ,

H φ = (T + V_loc + V_l − V_loc) φ = H_sl φ = ε_ref φ.   (1)

So φ is an eigenstate of H at the correct energy. Equation (1) does not say that it is the lowest eigenstate. For H_sl this followed from the absence of nodes, but the theorem that orders levels by their nodes is a property of local radial potentials, and H contains a nonlocal operator. An eigenstate of H in the channel l with an energy below ε_ref has no counterpart in H_sl. It is called a ghost below the reference.

The Gonze-Stumpf-Scheffler criterion decides whether such a state exists by comparing the reference level with the levels of the local potential:

- for E_KB > 0, there is a ghost below the reference if and only if ε_ref > ε₁;
- for E_KB < 0, there is a ghost below the reference if and only if ε_ref > ε₀.

It is the reference level that must exceed the local level; the energy of the ghost is not needed. Both statements follow from a law that also gives the number of ghosts. Let N_loc be the number of local levels strictly below ε_ref, and N_ghost the number of levels of H strictly below ε_ref. Then

N_ghost = N_loc − 1 for E_KB > 0,
N_ghost = N_loc for E_KB < 0.   (2)

There is at least one ghost when N_loc ≥ 2 in the first case and when N_loc ≥ 1 in the second. These are the conditions ε₁ < ε_ref and ε₀ < ε_ref. The reference is assumed to lie below the continuum. If the local potential has fewer bound levels than the criterion names, the missing level does not lie below ε_ref, and the condition is not met.

### Levels counted by a quadratic form

Let A stand for H or H_loc, and consider the real number

q_A(ψ) = ⟨ψ|A − ε_ref|ψ⟩.

The number N of levels of A below ε_ref equals the largest dimension of a linear space in which q_A(ψ) < 0 for every nonzero ψ. Such a space will be called negative for A.

To see this, take first the N eigenstates of A below ε_ref. A combination of them with coefficients aₙ has q_A = Σ |aₙ|² (Eₙ − ε_ref), which is negative unless all aₙ vanish. They therefore span a negative space of dimension N. Conversely, in a space of dimension N + 1 the N conditions of orthogonality to these eigenstates leave at least one nonzero vector. That vector is composed of states at or above ε_ref, so its q_A is not negative. No negative space can thus have more than N dimensions.

The advantage of this count is that it can be carried out with vectors that are neither eigenstates nor orthogonal to each other.

### A splitting adapted to both Hamiltonians

Write an arbitrary ψ as

ψ = aφ + w, with ⟨χ|w⟩ = 0.

Taking the inner product with χ fixes the coefficient: ⟨χ|ψ⟩ = a⟨χ|φ⟩ = aD, so

a = ⟨χ|ψ⟩/D.

The splitting exists and is unique because D ≠ 0. It is not an orthogonal splitting: w is orthogonal to χ, not to φ. Let W denote the space of all functions orthogonal to χ.

Consider the form of H first. By equation (1), (H − ε_ref)φ = 0, and since H is Hermitian this removes both the term in |a|² and the two cross terms:

q_H(ψ) = ⟨aφ + w|H − ε_ref|aφ + w⟩ = ⟨w|H − ε_ref|w⟩.

The projector contributes |⟨χ|w⟩|²/D = 0 to the last expression, which leaves

q_H(ψ) = ⟨w|H_loc − ε_ref|w⟩ = q_loc(w).   (3)

The form of H_loc follows by subtracting the projector again, this time for the full ψ:

q_loc(ψ) = q_H(ψ) − |⟨χ|ψ⟩|²/D.

Since ⟨χ|ψ⟩ = aD, the last term is |a|²D²/D = |a|²D, and

q_loc(ψ) = q_loc(w) − |a|² D.   (4)

Equations (3) and (4) contain the result. The two forms agree on W. Along the remaining direction φ, the form of H is zero and the form of H_loc is −|a|²D. A positive D makes this a negative direction of H_loc that H lacks; a negative D makes it a positive direction, which adds nothing to the count.

### The count

Let m be the largest dimension of a space inside W that is negative for H_loc. Three comparisons are needed.

**The separable Hamiltonian.** On W the forms of H and H_loc coincide, so H has a negative space of dimension m, and N_ghost ≥ m. Now let S be any negative space for H, and map each ψ in S to its part w. If w = 0 for some ψ, then q_H(ψ) = 0 by equation (3), which in a negative space is possible only for ψ = 0. The map therefore preserves the dimension. Its image lies in W and is negative for H_loc, again by equation (3). Hence the dimension of S is at most m, and

N_ghost = m.

**The local Hamiltonian for D > 0.** Take a negative space of dimension m inside W and add φ to it. By equation (4), every nonzero aφ + w in the enlarged space has q_loc = q_loc(w) − |a|²D < 0, so N_loc ≥ m + 1. Conversely, in any negative space of dimension d the single condition ⟨χ|ψ⟩ = 0 leaves a subspace of dimension at least d − 1. This subspace lies in W and is negative, so d − 1 ≤ m. Together,

N_loc = m + 1 = N_ghost + 1.

**The local Hamiltonian for D < 0.** Since W is part of the full space, N_loc ≥ m. Let S be a negative space for H_loc. Equation (4) gives for each nonzero ψ in S

q_loc(w) = q_loc(ψ) + |a|² D < 0,

because neither term is positive and the first is negative. In particular w cannot vanish, so the map from ψ to w again preserves the dimension, and its image is a negative space inside W. The dimension of S is at most m, and

N_loc = m = N_ghost.

This proves equation (2), and with it the criterion.

The case of equality needs no separate treatment, because both counts are strict. If ε₁ = ε_ref with E_KB > 0, then N_loc = 1 and no level of H lies below the reference. The second half shows that a ghost then lies at the reference energy itself.

### What the signs mean

For E_KB > 0 the law has the consequence N_loc ≥ 1, since N_ghost cannot be negative. The local potential must bind at least one level below the reference. This also follows from the variational principle. With H_loc = H_sl − δV,

⟨φ|H_loc|φ⟩ = ε_ref − D,   (5)

and ε₀ cannot exceed this mean value. One low local level is thus part of the normal working of a repulsive projector, which raises it to the reference. A second one is too many: a single projector cannot remove two levels from below ε_ref.

For E_KB < 0 the projector is attractive and lowers levels or leaves them where they are. It can bring a local level that is too high down to the reference. It cannot raise a local level that is already too low, so even one local level below ε_ref leads to a ghost.

A simple sufficient condition follows. If V_loc ≥ V_l at all r, and D ≠ 0, then δV ≤ 0 and D < 0. Every mean value of H_loc is then at least that of H_sl, so ε₀ ≥ ε_ref and there is no ghost below the reference. It follows that a ghost with E_KB < 0 requires a δV that changes sign: it must be negative somewhere to make D negative, and positive somewhere to bring ε₀ below ε_ref.

A ghost below the reference also has a definite nodal property. It is an eigenstate of the Hermitian operator H at an energy different from ε_ref, hence orthogonal to φ. Its radial function can be chosen real, and since φ is positive for r > 0, the integral of their product can vanish only if the ghost changes sign. The lower state has a node and the higher one has none, which is the reverse of the order in a local potential.

### Four local potentials

A model s channel with round parameters shows the four possibilities. Its semilocal potential is

V_s(r) = −2 erf(r)/r + 2 exp(−r²),

an ion of charge 2 with a smooth core and a short-ranged repulsion. The reference level is ε_ref = −0.6478 Ha, and the mean radius of φ is 2.26 bohr. The local potentials differ from V_s by Gaussians:

A: V_loc − V_s = 2 exp(−r²)
B: V_loc − V_s = −2 exp(−r²)
C: V_loc − V_s = −10 exp(−r²)
D: V_loc − V_s = −30 exp(−4r²) + 3 exp(−r²/4)

The label of the fourth case is not to be confused with the number D. In case A the local potential is everywhere more repulsive than V_s. The results are D = −0.1684 Ha, E_KB = −0.768 Ha and ε₀ = −0.5417 Ha. The first local level lies above the reference, so there should be no ghost below it, and direct diagonalization of H gives −0.6478 Ha as its lowest level.

In case B the sign of δV is reversed, and with it the sign of the projector: E_KB = +0.768 Ha. The local levels are −0.9483 and −0.3418 Ha. The first lies below the reference, as it must, and the second above it. The count is 1 − 1 = 0, and the lowest level of H is again the reference.

Case C has the same shape of δV with five times the amplitude, so D and E_KB are five times those of case B: 5 × 0.1684 = 0.842 Ha and 5 × 0.768 = 3.84 Ha. The local levels are now −4.930 and −0.916 Ha, both below the reference. The count is 2 − 1 = 1. Diagonalization gives a ghost at −1.656 Ha, which is 1.008 Ha (27.4 eV) below the reference. Its mean radius is 0.59 bohr, about a quarter of that of φ.

Case D has a narrow well at the centre and a wider repulsive part. The repulsion dominates the average over φ: D = −0.719 Ha and E_KB = −4.77 Ha. Equation (5) gives

⟨φ|H_loc|φ⟩ = −0.648 + 0.719 = 0.071 Ha,

which is above the reference and even positive. The narrow well nevertheless binds a local level at −8.291 Ha. The mean value in φ gives no warning of it; the first local level does. The count is 1, and the ghost is found at −11.496 Ha, which is 10.85 Ha (295 eV) below the reference. The attractive projector has lowered the local level further.

## Second half: derivation from the secular equation

### Symbols and results carried over

In one angular-momentum channel, H_loc = T + V_loc has the normalized states uₙ and levels ε₀ < ε₁ < …. The semilocal Hamiltonian H_sl = H_loc + δV has the nodeless, normalized reference state φ at ε_ref. With χ = δV φ and D = ⟨φ|δV|φ⟩ ≠ 0, the separable Hamiltonian is

H = H_loc + |χ⟩⟨χ|/D,

its strength is E_KB = ⟨χ|χ⟩/D, which has the sign of D, and Hφ = ε_ref φ. The first half showed that the number of levels of H below ε_ref is N_ghost = N_loc − 1 for E_KB > 0 and N_ghost = N_loc for E_KB < 0, where N_loc counts the local levels below ε_ref. It also gave the mean value ⟨φ|H_loc|φ⟩ = ε_ref − D. The law for N_ghost is not used below until it has been derived again. The second route follows the individual levels, and so also shows where a ghost can lie.

### Coupling of the local states to the projector

Let

bₙ = ⟨uₙ|φ⟩, cₙ = ⟨uₙ|χ⟩.

The two are related. Since H_sl φ = ε_ref φ, the function χ can be written as

χ = δV φ = (H_sl − H_loc) φ = (ε_ref − H_loc) φ.

Projection on uₙ, with H_loc acting to the left, gives

cₙ = (ε_ref − εₙ) bₙ.   (6)

A local state is uncoupled, cₙ = 0, if its level coincides with the reference or if it happens to be orthogonal to φ. An uncoupled uₙ does not feel the projector and is an eigenstate of H at the unchanged energy εₙ. The remaining eigenstates of H can be sought among functions orthogonal to all uncoupled uₙ, because H does not mix the two sets.

Counting negative directions has proved how many ghosts lie below the reference, and equation (6) now gives the coupling of each local state to the projector. It remains to derive the same law from the secular equation, which also shows where a ghost can lie.

All numerical values are calculated from the stated model.
